Boron at zero flux between donor-doped and undoped silicon

QUESTION

A silicon crystal at 1273 K has a flat boundary at x = 0. For x > 0 it holds immobile, fully ionised donors of density N_D = 10 n_i, where n_i is the intrinsic carrier density at this temperature. For x < 0 it is undoped. A trace of boron, present as substitutional acceptors B⁻ of density C(x), can cross the boundary.

Boron moves by pairing with a self-interstitial I. The pairs are (BI)⁻, formed from B⁻ and I⁰, and (BI)⁰, formed from B⁻ and I⁺. They are a negligible share of the boron, and their reactions are in local equilibrium. Neglect stress and the pairing of boron with donors. Treat the carriers as nondegenerate, with the same n_i on both sides.

Let ψ be the electrostatic potential, q the elementary charge and φ = qψ/kT, with φ = 0 deep in the undoped side. Use these rough values: n_i = 7.0×10¹⁸ cm⁻³, kT = 0.1097 eV, and C = 1.0×10¹⁶ cm⁻³ deep in the undoped side.

(a) Find n/n_i, p/n_i and the potential deep in the donor-doped side.

(b) Neutral interstitials are uniform. Derive the total boron flux carried by the two kinds of pair.

(c) Find the ratio of the boron densities deep in the two sides at zero flux. Explain how neutral pairs, on which the field exerts no force, can maintain it. Examine weak doping, strong doping, and acceptors in place of donors.

(d) An outside source now holds the interstitial density at S times its equilibrium value on the donor side alone. Find the new ratio for S = 2.

(e) The boron diffusivity is 1.50 nm²/s in undoped silicon, of which 0.10 nm²/s is due to (BI)⁻ and 1.40 nm²/s to (BI)⁰. For a closed slab with 27 nm on each side of the boundary, a numerical solution of Poisson's equation and the boron diffusion equation gives a slowest relaxation time of about 418 s. A slow donor might have a diffusivity near 1 nm²/s at this doping. Is it consistent to treat it as immobile?

(f) Estimate how Fermi-Dirac statistics and donor-boron pairing change the ratio. Discuss the other main approximations. Take a relative permittivity of 11.7, a lattice constant of 0.543 nm, and a density-of-states mass of 1.1 electron masses for each band.


MODEL ANSWERS

(a) Carriers and potential

In equilibrium, nondegenerate electrons gather where ψ is high and holes where it is low:

n = n_i e^φ,  p = n_i e^(−φ),  so np = n_i².

Far from the boundary the net charge vanishes. Boron is too dilute to matter, so

n − p = N_D.

Substituting p = n_i²/n and multiplying by n gives

n² − N_D n − n_i² = 0.

The root with positive n, divided by n_i, is

n/n_i = N_D/(2n_i) + √[(N_D/(2n_i))² + 1].

For N_D/n_i = 10,

n/n_i = 5 + √26 = 10.10,  p/n_i = 1/10.10 = 0.099.

The reduced potential is φ = ln 10.10 = 2.312, and the potential is 0.1097 V × 2.312 = 0.254 V. It is positive because electrons spill into the undoped side and leave positive donors behind.

"Deep" means many screening lengths from the boundary. For carriers of total density n + p this length is

L = √[εkT/(q²(n + p))],

where ε is the permittivity. It is 2.25 nm in the undoped side and 1.00 nm in the doped side.

(b) Flux carried by pairs

Mass action for B⁻ + I⁰ ⇌ (BI)⁻ gives a pair density proportional to C times the density of I⁰. The latter is uniform, so

[(BI)⁻] = a C,

with a constant. For the other pair, the equilibrium I⁰ + h⁺ ⇌ I⁺, where h⁺ is a hole, makes the density of I⁺ proportional to p. Hence

[(BI)⁰] = b C p/n_i = b C e^(−φ),

with b constant.

A charged pair has charge −q and feels the force +q dψ/dx. Its mobility, defined as velocity per unit force, is its diffusivity d₁ divided by kT. Drift therefore adds the flux d₁[(BI)⁻] dφ/dx to the diffusion flux. With D_0 = a d₁,

J₁ = −D_0 (dC/dx − C dφ/dx).

A neutral pair, of diffusivity d₂, has no drift term. With D_p = b d₂,

J₂ = −D_p d(C e^(−φ))/dx.

The product rule gives

d(C e^(−φ))/dx = e^(−φ) (dC/dx − C dφ/dx).

The same bracket has appeared in both fluxes, and their sum is

J = −(D_0 + D_p p/n_i)(dC/dx − C dφ/dx).

The first factor is the boron diffusivity at the local Fermi level. The second fixes the direction of flow.

(c) Zero-flux ratio

The first factor is positive, so J = 0 requires

dC/dx = C dφ/dx.

Dividing by C and integrating gives ln C = φ + constant. Since n = n_i e^φ, the quotient C/n is uniform. Therefore

C(donor side)/C(undoped side) = n(donor side)/n_i = 5 + √26 ≈ 10.1.

The boron density deep in the donor side is 10.1 × 1.0×10¹⁶ = 1.01×10¹⁷ cm⁻³. This is far below N_D, as assumed. Including the boron charge in the neutrality condition on both sides lowers the ratio from 10.10 to 10.09.

The diffusivities D_0 and D_p have dropped out. The Fermi level changes how fast boron moves, but the zero-flux ratio does not depend on which pair carries it.

For neutral pairs the field acts through the supply of I⁺. Holes, and with them I⁺, are about ten times scarcer in the donor side, so each boron atom there forms a neutral pair about ten times less often. Neutral pairs stop diffusing when their density is uniform, which means that Cp is uniform. Boron must then be about ten times denser where p is ten times smaller. Neutral pairs can thus carry boron from low to high boron density, because their own density gradient points the other way until balance is reached.

The limits follow from the formula in (a). For N_D ≪ n_i the square root is 1 to first order, and

ratio ≈ 1 + N_D/(2n_i).

Half of the donor charge is then balanced by extra electrons and half by missing holes, so n rises by only N_D/2. For N_D ≫ n_i, expanding the root gives

ratio ≈ N_D/n_i + n_i/N_D,

which is already 10.1 at N_D = 10 n_i. For fixed acceptors N_D is replaced by −N_A. With u = N_A/(2n_i),

(√(u² + 1) − u)(√(u² + 1) + u) = 1,

so the ratio becomes the reciprocal of its value for equally many donors. An acceptor density of 10 n_i would reduce boron to 0.099 of its density in the undoped side.

(d) Interstitial excess

Let s(x) be the interstitial density divided by its equilibrium value, with I⁺ and I⁰ still in local balance. Both pair densities are multiplied by s, so C is replaced by sC in the derivation of (b):

J = −(D_0 + D_p p/n_i)[d(sC)/dx − sC dφ/dx].

At zero flux sC/n is uniform. With s = 1 in the undoped side and s = S in the donor side,

ratio = 10.1/S = 5.05 for S = 2.

This is a driven steady state, not equilibrium: boron is at rest while the source keeps supplying interstitials.

(e) Time and donor motion

In the donor side the boron diffusivity falls to

0.10 + 1.40 × 0.099 = 0.239 nm²/s,

because neutral pairs are scarce there. In 418 s a donor of diffusivity 1 nm²/s spreads over about

2√(1 × 418) = 41 nm,

which exceeds the 27 nm width of the doped side. Treating it as immobile is therefore not consistent for this slab.

The wait is also longer than one relaxation time. If boron starts out uniform and the donors are held fixed, the same numerical model gives a ratio between the ends of the slab of only 3.2 after 418 s, and 10.1 after ten times as long. With mobile donors the potential step decays meanwhile. The condition that C/n be uniform still sets the direction of boron flow at each moment, but its target moves towards a ratio of 1 as the donors even out.

(f) Approximations

Fermi-Dirac statistics. The effective density of states of each band, with m the density-of-states mass and h Planck's constant, is

N = 2(2πm kT/h²)^(3/2) = 2.53×10²⁰ cm⁻³.

Let η be the Fermi energy measured from the conduction band edge, in units of kT. The first two terms of the Fermi integral are

n/N = e^η − e^(2η)/2^(3/2),

which inverts to e^η ≈ (n/N)[1 + (n/N)/2^(3/2)]. The potential moves the band edge rigidly, and dilute boron still obeys Boltzmann statistics, so the boron ratio equals the ratio of e^η. The correction factor is 1.10 in the donor side, where n/N = 0.28, and 1.01 in the undoped side. The ratio rises to about 11.0. Solving the neutrality condition numerically with the full Fermi integrals also gives 11.0.

Donor-boron pairs. A boron atom has four nearest neighbours. With 8 sites per cubic cell, the chance that one of them is a donor in a random arrangement is f = 4N_D/(site density) = 0.0056. If such a pair is bound by energy E, its weight grows by e^(E/kT), and the total boron density in the donor side is, to first order in f, multiplied by

1 + f(e^(E/kT) − 1).

Coulomb attraction at the neighbour distance of 0.235 nm gives E = 0.523 eV. Screening with L = 1.00 nm reduces this to 0.413 eV. The ratio of total boron becomes 16.7 or 12.5 respectively, while unpaired boron stays near 10.1. Including boron sites with two or more donor neighbours, with binding energies added, raises these values to 18.5 and 12.7. Only nearest neighbours are counted here. With the same screened attraction, the 12 second neighbours, at 0.384 nm, would add about 0.11 to the factor, against 0.24 from the nearest ones. Part of each of these amounts, the term linear in E/kT, is already contained in the average potential φ. With e^(E/kT) − 1 replaced by e^(E/kT) − 1 − E/kT, the nearest neighbours add 0.22, the second neighbours 0.07, and all more distant shells together about 0.16. A bulk permittivity is also doubtful at one bond length, so these figures show only the rough size of the effect.

Screening energies. In Debye-Hückel theory the cloud of mobile carriers around a charge lowers its energy by q²/(8πεL). This part of the lowering is larger in the donor side by Δ = 0.034 eV. Applied to carriers alone, it gives np = n_i² e^(2Δ/kT) and n = n_i e^(φ + Δ/kT) there, and the ratio e^φ falls to 7.4. Applied to boron alone, it multiplies the ratio by e^(Δ/kT), giving 13.8. Applied to both, it gives 10.2. The near cancellation rests on equal shifts for electrons and boron. Correlation with the fixed, randomly placed donors has been left out. In the same theory it raises Δ to about 0.065 eV, and the three ratios become 5.7, 18 and 10.3. For boron, this correlation and the donor-boron pairing above describe partly the same attraction, so their factors should not be multiplied together. The theory also assumes weak coupling and classical point carriers. In the donor side q²/(4πεL) is about equal to kT, and the thermal wavelength h/√(2πm₁kT) of an electron, about 3.6 nm, exceeds L. Here m₁ = m/6^(2/3), or 0.33 electron masses, is the mass for one of the six conduction-band valleys of silicon, which together give m. The mean donor spacing N_D^(−1/3) = 2.4 nm also exceeds L, so the smooth potential φ is only an average, about which the local value fluctuates by roughly 0.7 in this theory. The separate shifts are therefore only rough, and the cancellation should not be relied on in detail.

Neutral boron. For an isolated acceptor level 0.045 eV deep with degeneracy 4, the ratio of neutral to ionised boron in the undoped side is

4(p/N) e^(0.045 eV/kT) = 0.17.

In the donor side, where holes are about ten times scarcer, the same formula gives 0.017. Counting neutral boron on both sides lowers the ratio of total boron to 8.8. With the binding energy set to zero the formula would still give 4p/N = 0.11, so most of this count does not come from binding, and the effect is probably overstated. The same kind of formula for the donors, with a level 0.045 eV deep and degeneracy 2, gives 2(n/N) e^(0.045 eV/kT) = 0.84 neutral donors per ionised one, and solving neutrality with it would lower n/n_i to about 6.6. An isolated level is not a valid picture at this donor density, which lies well above the metal-insulator transition of doped silicon (below 10¹⁹ cm⁻³). Full ionisation of the donors is an assumption of the model that this formula can neither confirm nor correct.

Comparison with real silicon. The chosen n_i is a rough value for silicon near 1000 °C, and N_D = 7×10¹⁹ cm⁻³ is in the range of heavily doped device layers. Real layers break several assumptions at once: donors diffuse, some pair with boron, and ion implantation can leave excess interstitials. On the estimates above, nearest-neighbour pairing alone raises the total-boron ratio to roughly 13 to 19, while a sustained twofold interstitial excess in the doped side halves the ideal ratio. The value 10.1 belongs to the ideal model. For a real layer it is a rough guide only if the donor step outlasts the boron's approach to zero flux and any interstitial excess is nearly equal on both sides.

Numerical values quoted here were computed with a short program.
